# Electron counts needed in spin-polarised secondary electron imaging

## Problem

A scanning electron microscope forms a magnetic image of a ferromagnetic film by measuring, pixel by pixel, the spin polarisation \(P\) of the secondary electrons. The electrons are scattered from a target in a spin analyser. Spin–orbit interaction in the target makes scattering to the left or to the right depend on the spin component normal to the scattering plane, and two counters record \(N_L\) and \(N_R\) electrons. The Sherman function of the analyser is \(S=0.2\): a fully polarised beam would give a mean counting asymmetry of 0.2.

How many electrons, \(N=N_L+N_R\), must be detected in one pixel for \(P\) to have an absolute uncertainty of one percent, when the counting asymmetry is small?

"Absolute uncertainty of one percent" means one standard deviation \(\sigma_P=0.01\) on the scale where \(P\) runs from \(-1\) to \(+1\). A measured 0.30 is then \(0.30\pm0.01\). "Detected" means counted after scattering, not merely admitted to the analyser.

## A tempting solution

Counting \(N\) independent electrons gives a relative uncertainty \(1/\sqrt N\). The polarisation is the measured asymmetry divided by \(S\). This division multiplies the signal and its error by the same factor, so \(S\) drops out of the precision. One percent therefore requires

\[
\frac{1}{\sqrt N}=0.01,\qquad N=10\,000 .
\]

## Where it fails

It is true that \(S\) drops out of a ratio. With \(A\) the asymmetry and \(P=A/S\), an accurately known \(S\) gives

\[
\frac{\sigma_P}{P}=\frac{\sigma_A/S}{A/S}=\frac{\sigma_A}{A}.
\]

But this ratio is not \(1/\sqrt N\). The quantity with relative uncertainty \(1/\sqrt N\) is the total count. The asymmetry is a small difference of two large counts divided by their sum, and for small \(A\) its *absolute* uncertainty is \(1/\sqrt N\), as derived below. The solution has used an absolute error of \(A\) as if it were a relative one.

Ten thousand electrons give \(\sigma_A=0.01\), and hence \(\sigma_P=0.01/0.2=0.05\), five times the permitted value. Since the error falls as \(1/\sqrt N\), curing a factor of 5 costs a factor of 25 in counts.

## Right solution

### From spin to counter

Let \(P\) be the polarisation component normal to the scattering plane, positive when it favours the left counter. A fraction \((1+P)/2\) of the electrons is then found spin-up along this normal, and \((1-P)/2\) spin-down. By the definition of \(S\), a detected spin-up electron goes left with probability \((1+S)/2\), a spin-down electron with probability \((1-S)/2\). The two counters are assumed equally efficient. Adding the two routes to the left counter,

\[
\begin{aligned}
p_L&=\frac{1+P}{2}\,\frac{1+S}{2}+\frac{1-P}{2}\,\frac{1-S}{2}\\
&=\frac{(1+P+S+PS)+(1-P-S+PS)}{4}=\frac{1+SP}{2}.
\end{aligned}
\]

The remainder is \(p_R=1-p_L=(1-SP)/2\). The mean asymmetry is \(A=p_L-p_R=SP\).

### Variance of the asymmetry

Give the \(i\)th detected electron the value \(s_i=+1\) if it went left and \(s_i=-1\) if it went right. Then

\[
A_{\rm est}=\frac{N_L-N_R}{N}=\frac1N\sum_{i=1}^{N}s_i,\qquad
P_{\rm est}=\frac{A_{\rm est}}{S}.
\]

The mean of each \(s_i\) is \(p_L-p_R=SP\), so \(P_{\rm est}\) has mean \(P\): it is unbiased. Because \(s_i^2=1\) whichever way the electron went,

\[
\operatorname{Var}s_i=\langle s_i^2\rangle-\langle s_i\rangle^2=1-S^2P^2 .
\]

The electrons are sorted independently, so the variances add. The sum has variance \(N(1-S^2P^2)\), and the prefactor \(1/N\) enters squared:

\[
\operatorname{Var}A_{\rm est}=\frac{1-S^2P^2}{N}.
\]

Dividing the standard deviation by \(S\) gives

\[
\boxed{\;\sigma_P=\frac1S\sqrt{\frac{1-S^2P^2}{N}}\;}
\]

Squaring and solving for \(N\),

\[
N=\frac{1-S^2P^2}{S^2\sigma_P^2}\;\longrightarrow\;\frac{1}{S^2\sigma_P^2}
\qquad (S^2P^2\ll1).
\]

For the given numbers,

\[
N=\frac{1}{(0.2)^2(0.01)^2}=\frac{1}{0.04\times10^{-4}}=250\,000 .
\]

### How small must the asymmetry be?

The neglected term lowers \(N\) by the fraction \(S^2P^2\). At \(P=0.3\) the asymmetry is 0.06, its square is 0.0036, and the required number is 249 100. Even at \(P=1\) it is 240 000. Since \(|P|\le1\), the answer for this analyser lies between 240 000 and 250 000 whatever the polarisation, as long as \(P_{\rm est}=A_{\rm est}/S\) is the estimator, and the small-asymmetry value is the safe one.

These numbers were also found without the variance formula, by summing over all binomial outcomes and searching for the smallest sufficient \(N\). The search gave 249 100 at \(P=0.3\) and 240 001 at \(P=1\). The extra electron in the second case is a matter of rounding: at 240 000 the formula gives exactly 0.01, so the last digits of the numerical sum decide on which side of the limit it falls.

The opposite limit is instructive. For \(S=1\) and \(P\to1\) the variance vanishes, because every electron goes left and nothing is left to chance. For \(S=1\) and small \(P\), the required number is 10 000. The tempting answer is thus correct, at small \(P\), for a perfect analyser that sends each spin to its own counter. The factor \(1/S^2=25\) is the price of an analyser that sends even a fully polarised beam 60 % to one side and 40 % to the other.

### Could a better formula for \(P\) save electrons?

"Must be detected" claims more than that one estimator needs 250 000 counts. The probability \(f\) of a given outcome depends on \(P\) through \((1+SP)^{N_L}(1-SP)^{N_R}\). Define the score

\[
u=\frac{\partial\ln f}{\partial P}=\frac{SN_L}{1+SP}-\frac{SN_R}{1-SP}.
\]

The probabilities sum to one for every \(P\). Differentiating \(\sum f=1\) gives \(\sum fu=\langle u\rangle=0\). Let \(T\) be any unbiased estimator, so that \(\sum fT=P\). Differentiating this gives \(\langle uT\rangle=1\). As \(\langle u\rangle=0\), this is the covariance of \(u\) and \(T\), and the Cauchy–Schwarz inequality yields

\[
1\le\operatorname{Var}(u)\operatorname{Var}(T).
\]

To find \(\operatorname{Var}u\), insert \(N_R=N-N_L\). The coefficient of \(N_L\) in \(u\) is

\[
\frac{S}{1+SP}+\frac{S}{1-SP}=\frac{2S}{1-S^2P^2}.
\]

The variance of \(N_L=N(1+A_{\rm est})/2\) is \(N^2/4\) times that of \(A_{\rm est}\), or \(N(1-S^2P^2)/4\). Therefore

\[
\operatorname{Var}u=\frac{4S^2}{(1-S^2P^2)^2}\,\frac{N(1-S^2P^2)}{4}=\frac{NS^2}{1-S^2P^2}.
\]

The smallest possible variance of \(T\) is the reciprocal, which is the \(\sigma_P^2\) found above. No unbiased estimator based on these counts does better. A biased one can, for some values of \(P\). Clipping \(P_{\rm est}\) to \(|P|\le1\) lowers the root-mean-square error at \(P=1\), \(N=240\,000\) from 0.010 to 0.0071, at the price of a bias of \(-0.004\). At \(P=0.95\) it already gains nothing. An experimenter who assumes equal polarisation in neighbouring pixels can do better by using the counts of those pixels too.

### A fluctuating total

In practice the dwell time is fixed, not \(N\). For each value of \(N\) that occurs, the derivation above holds, and the mean of \(A_{\rm est}\) is the same \(SP\). The overall variance is therefore the average \((1-S^2P^2)\langle1/N\rangle\), with empty pixels left out. Writing \(N=\bar N+\delta\) and expanding to second order,

\[
\left\langle\frac1N\right\rangle\approx\frac1{\bar N}\left(1-\frac{\langle\delta\rangle}{\bar N}+\frac{\langle\delta^2\rangle}{\bar N^2}\right)
=\frac1{\bar N}\left(1+\frac{\operatorname{Var}N}{\bar N^2}\right).
\]

For Poisson counts \(\operatorname{Var}N=\bar N\), and the correction is \(1/\bar N\). A direct double sum for \(\bar N=400\) gave a variance ratio of 1.0025, as this predicts. At 250 000 counts the correction is negligible.

Beam noise common to both counters also changes just the total. A relative noise of 1 % adds \(10^{-4}\) to the bracket. This protection is lost if left and right are counted one after the other. For small changes of the two counts,

\[
\delta A=\frac{2(N_R\,\delta N_L-N_L\,\delta N_R)}{N^2}.
\]

With independent relative beam fluctuations \(\eta_1,\eta_2\), set \(\delta N_L=N_L\eta_1\) and \(\delta N_R=N_R\eta_2\). Since \(N_LN_R=N^2(1-A^2)/4\),

\[
\delta A=\frac{1-A^2}{2}(\eta_1-\eta_2).
\]

For 1 % noise and small \(A\) the standard deviation is \(0.01/\sqrt2=0.0071\), or 0.035 in \(P\). Adding the counting error 0.01 in quadrature gives 0.037. Simulation at \(P=0.3\) gave 0.0366 for sequential and 0.0100 for simultaneous counting, with the same mean counts.

## What the number means for an image

Take round, illustrative parameters for a 3d-metal ferromagnetic film and an analyser using low-energy diffuse scattering: \(P=0.3\), a beam current of 0.2 nA, 0.4 secondaries entering the analyser per primary electron, and a counted fraction \(\varepsilon=0.005\) of those entering, the same for both spins. The value 0.4 is optimistic. It is roughly the whole secondary yield of iron at a beam energy of a few keV, and at 10 keV and normal incidence the yield is nearer 0.2, before collection losses. The dwell and image times below scale inversely with this number. The number that must enter is

\[
N_{\rm in}=\frac{N}{\varepsilon}=\frac{1}{\varepsilon S^2\sigma_P^2}=\frac{250\,000}{0.005}=5\times10^7 .
\]

The combination \(\varepsilon S^2=2\times10^{-4}\) is the figure of merit. At fixed input current, small asymmetry and fixed \(\sigma_P\), it sets the measuring time.

The beam current divided by the elementary charge is \(1.248\times10^9\) primaries per second. The count rate in both counters together is

\[
R=1.248\times10^9\times0.4\times0.005\approx2.50\times10^6\ \mathrm{s^{-1}},
\]

so 250 000 counts take 0.100 s when dead-time losses are neglected. An image of \(128\times128=16\,384\) pixels takes 1641 s, or 27.3 min, without scanning overhead.

One standard deviation is not a guarantee. At \(P=0.3\) and \(N=250\,000\), the estimate falls within 0.01 of the true value with probability 0.68, so about one pixel in three lies outside.

Two other requirements show how much depends on the wording. One percent *of* \(P=0.3\) means \(\sigma_P=0.003\) and needs \(2.77\times10^6\) counts, eleven times as many. This number grows as \(1/P^2\) when \(P\) becomes small, whereas the absolute requirement levels off at 250 000.

If one merely wants to tell a domain with \(P=+0.3\) from one with \(P=-0.3\), the sign of \(A\) suffices. Asking that zero lie five standard deviations away, \(\sigma_P=0.06\), gives

\[
N=\frac{1-0.0036}{0.04\times0.0036}\approx6900 .
\]

At the same count rate the image then takes about 45 s. This presumes that the zero of \(A\) is known: the 2 % counter mismatch treated below would turn the two margins into 5.8 and 4.2 standard deviations. A map of the sign of this one polarisation component is far cheaper than a map of its values.

## When counting is not the limit

The result assumes matched, linear counters and a known \(S\). The following errors are sized for the example; their inputs are again rough choices.

**Unequal counters.** Let the left counter be more efficient by a factor \(g\). The measured asymmetry is

\[
A_m=\frac{g(1+A)-(1-A)}{g(1+A)+(1-A)}=\frac{A+a}{1+aA},\qquad a=\frac{g-1}{g+1},
\]

where the last form follows on dividing numerator and denominator by \(g+1\). For \(g=1.02\), \(a=0.0099\), and \(P\) is shifted by \(+0.049\), five times the target uncertainty. Longer counting does not reduce this shift.

It can be removed by measuring \(a\) with unpolarised electrons and solving for \(A=(A_m-a)/(1-aA_m)\). For small asymmetries this is \(A\approx A_m-a\), and the two counting variances add:

\[
\sigma_P^2\approx\frac1{S^2}\left(\frac1N+\frac1{N_{\rm ref}}\right).
\]

An equally long reference gives \(\sigma_P\approx0.01\sqrt2=0.014\), and simulation gave 0.0141. Restoring 0.01 with equal counts would take 500 000 in each measurement. A much longer reference, usable while the gains stay constant, adds little noise. In a real analyser a false asymmetry also arises from the position and angle at which the electrons strike the target. It can vary with scan position and surface topography, so a single value of \(a\) does not remove it; the model leaves it out.

**Sherman function.** If the value used for \(S\) is 3 % too large, the result is \(0.3/1.03=0.291\), a shift of \(-0.009\). This error is proportional to \(P\), so it alters the scale of the image but not the sign of any domain.

**Dead time.** Suppose each registered count blocks its own counter for \(\tau=20\) ns. At a registered rate \(m\) the counter is blocked for a fraction \(m\tau\) of the time, so a true rate \(r\) gives \(m=r(1-m\tau)\), or \(m=r/(1+r\tau)\). Inserting this for both counters and multiplying numerator and denominator by \((1+r_L\tau)(1+r_R\tau)\),

\[
A_m=\frac{r_L-r_R}{r_L+r_R+2r_Lr_R\tau}=\frac{A}{1+\tfrac12R\tau(1-A^2)} .
\]

The second form uses \(r_Lr_R=R^2(1-A^2)/4\). The busier counter loses the larger fraction, so the asymmetry shrinks. Here \(R\tau/2=0.025\), and \(P\) shifts by \(-0.0073\).

A simulation of 0.8 s of random arrivals gave \(-0.0067\). The difference is of the size expected from chance. About 2.4 % of \(2.0\times10^6\) arrivals are lost, or 49 000; their scatter of about 220 corresponds to \(1.1\times10^{-4}\) in \(A\) and 0.0006 in \(P\).

**Drift and residual gas.** A stage drift of 0.5 nm/min moves the sample by 13.7 nm during the image, about two thirds of a 20 nm pixel. Residual gas matters because secondaries leave through the surface. In a gas of density \(n\), pressure \(p=nkT\) and molecular mass \(m_g\), the flux onto a surface is the density times the Maxwell average of the velocity towards it:

\[
\Phi=n\sqrt{\frac{m_g}{2\pi kT}}\int_0^\infty v\,e^{-m_gv^2/2kT}\,dv
=n\sqrt{\frac{kT}{2\pi m_g}}=\frac{p}{\sqrt{2\pi m_gkT}} .
\]

The integral equals \(kT/m_g\). For \(10^{-10}\) Torr, 300 K and molecules of 28 atomic mass units, \(\Phi=3.8\times10^{10}\ \mathrm{cm^{-2}\,s^{-1}}\). With \(1.5\times10^{15}\) surface sites per cm², 0.042 molecules arrive per site during the image. Because \(\Phi\) is proportional to \(p\), a pressure of \(10^{-8}\) Torr would bring about four per site. The model does not say how many stick or how they change \(P\).

## The model beside a real instrument

For real analysers of this kind, a Sherman function of one or two tenths and a figure of merit of order \(10^{-4}\) are reasonable rough values; so is a secondary polarisation of a few tenths for clean iron or cobalt. The chosen \(S=0.2\) is at the favourable end. With \(S=0.1\) and the same \(\sigma_P\), the small-asymmetry count rises to one million. A beam of 1 nA instead of 0.2 nA would cut the dwell time fivefold if dead-time losses were absent, but would raise \(R\tau/2\) to about 0.12 and make a dead-time correction indispensable at this accuracy. Of the shifts of \(P\) calculated above for the chosen inputs, the largest comes from unequal counters: a 2 % mismatch shifts \(P\) by 0.049. The 250 000 electrons therefore secure a *statistical* uncertainty of 0.01. An accuracy of 0.01 also requires the gains, the dead time and \(S\) to be known well enough.

## Numbers as computed

```
Sherman function S = 0.2
target sigma_P (absolute) = 0.01
example polarisation P = 0.3, asymmetry A = 0.060
required N, small asymmetry = 250000 electrons
required N at P = 0.3, formula = 249100 electrons
required N at P = 0.3, exact-sum search = 249100 electrons
required N at P = 1, formula = 240000 electrons
required N at P = 1, exact-sum search = 240001 electrons
sigma_A at N = 250000, A = 0: 0.0020
exact sigma_P at N = 250000, P = 0: 0.010000
exact sigma_P at N = 250000, P = 0.3: 0.009982
exact sigma_P at N = 250000, P = 1: 0.009798
Fisher bound on sigma_P, P = 0.3: 0.009982
probability of |P_est - P| <= 0.01: 0.683
Poisson/binomial variance ratio, mean N = 400: 1.0025
required N for S = 1, small P = 10000 electrons
cost factor 1/S^2 = 25
N for 1 % of P (sigma_P = 0.003) = 2.768e+06 electrons
counted fraction eps = 0.005
figure of merit eps S^2 = 2.0e-04
electrons entering analyser = 5.00e+07
simulated sigma_P with thinning = 0.01000
beam current = 0.2 nA
secondaries entering analyser per primary = 0.4
primary rate = 1.248e+09 1/s
count rate, both counters = 2.497e+06 1/s
dwell time per pixel = 0.1001 s
image = 128 x 128 pixels, pitch = 20 nm
image time = 1641 s = 27.3 min
beam noise = 1 %
sigma_P, simultaneous counting = 0.00999
sigma_P, sequential counting = 0.0366
gain ratio left/right = 1.02
shift of P from gain mismatch = +0.0493
sigma_P after equal-length reference = 0.01413
relative error of S = 3 %
shift of P from S taken too large = -0.0087
dead time = 20 ns
mean dead-time loss = 2.44 %
shift of P from dead time = -0.0073
simulated dead-time shift of P = -0.0067
drift rate = 0.5 nm/min
drift during image = 13.7 nm
residual gas: 1e-10 Torr, 28 u, 300 K
gas flux = 3.83e+10 1/(cm2 s)
surface site density = 1.5e+15 1/cm2
gas arrivals per site during image = 0.042
```
